# Why charge-transfer satellites are strong in 2p photoemission, weak in absorption: a program that tests the result

```python
"""Charge-transfer satellites in 2p photoemission (XPS) and absorption (XAS).

Result under test: a core hole changes the charge-transfer energy Delta to
Delta-Q in XPS, but to Delta+U-Q in XAS. For two configurations with equal
hopping T and preserved amplitudes, the satellite fraction is
    w = [1 - (Delta*Delta_f + 4*T^2)/(W*W_f)]/2,  W = sqrt(Delta^2+4*T^2).
U: d-d repulsion; Q: core-hole attraction of a d electron; V: hopping of one
d orbital to its ligand partner. All model energies are in eV.
The spectra are found independently by diagonalizing a fermion Hamiltonian.
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import gammainc


class Cluster:
    """One core orbital, nd d orbitals and nl ligand orbitals (nl <= nd)."""

    def __init__(self, nd, nl):
        self.nd, self.nl = nd, nl
        count = 1 + nd + nl
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        parity = np.diag([1.0, -1.0])
        self.a = []
        for j in range(count):
            op = np.eye(1)
            for k in range(count):
                factor = parity if k < j else lower if k == j else np.eye(2)
                op = np.kron(op, factor)
            self.a.append(op)
        number = [op.T @ op for op in self.a]
        self.n_core = number[0]
        self.n_d = sum(number[1:1 + nd])
        self.n_val = sum(number[1:])
        self.hop = np.zeros_like(self.n_core)
        for j in range(nl):
            term = self.a[1 + j].T @ self.a[1 + nd + j]
            self.hop += term + term.T

    def hamiltonian(self, delta, U, Q, V):
        one = np.eye(len(self.n_core))
        return (delta * self.n_d + 0.5 * U * self.n_d @ (self.n_d - one)
                - Q * self.n_d @ (one - self.n_core) + V * self.hop)

    def sector(self, core, valence):
        return np.where((np.rint(np.diag(self.n_core)) == core)
                        & (np.rint(np.diag(self.n_val)) == valence))[0]

    def spectrum(self, kind, delta, U, Q, V, target=0):
        """Energies relative to the ground state and normalized weights."""
        H = self.hamiltonian(delta, U, Q, V)
        start = self.sector(1, self.nl)
        e0, v0 = np.linalg.eigh(H[np.ix_(start, start)])
        ground = np.zeros(len(H))
        ground[start] = v0[:, 0]
        state = self.a[0] @ ground
        if kind == "XAS":
            state = self.a[1 + target].T @ state
        end = self.sector(0, self.nl + (kind == "XAS"))
        e, v = np.linalg.eigh(H[np.ix_(end, end)])
        weight = (v.T @ state[end])**2
        weight /= weight.sum()
        lines = []
        for energy, strength in zip(e - e0[0], weight):
            if strength < 1e-20:
                continue
            if lines and abs(energy - lines[-1][0]) < 1e-8:
                lines[-1][1] += strength
            else:
                lines.append([energy, strength])
        return np.array(lines)


def satellite(lines):
    return lines[1:, 1].sum()


def rms_width(lines):
    mean = lines[:, 0] @ lines[:, 1]
    return np.sqrt((lines[:, 0] - mean)**2 @ lines[:, 1])


def two_state_weight(delta, delta_f, T):
    return 0.5 * (1 - (delta * delta_f + 4 * T**2)
                  / np.hypot(delta, 2 * T) / np.hypot(delta_f, 2 * T))


delta, T, U, Q = 3.0, 2.0, 7.0, 8.0
# One hybridizing d orbital and one empty nonbonding d orbital.
simple = Cluster(2, 1)
xps = simple.spectrum("XPS", delta, U, Q, T)
xas = simple.spectrum("XAS", delta, U, Q, T, target=1)

# Configuration energies read from the fermion Hamiltonian without hopping.
H0 = np.diag(simple.hamiltonian(delta, U, Q, 0.0))


def config_energy(core, d1, d2, ligand):
    return H0[8 * core + 4 * d1 + 2 * d2 + ligand]


delta_xps = config_energy(0, 1, 0, 0) - config_energy(0, 0, 0, 1)
delta_xas = config_energy(0, 1, 1, 0) - config_energy(0, 0, 1, 1)
assert np.isclose(delta_xps, delta - Q)
assert np.isclose(delta_xas, delta + U - Q)

# Closed formula and ordering against full diagonalization at many parameters.
rng = np.random.default_rng(4)
for _ in range(150):
    D, t, q = rng.uniform([0.5, 0.3, 1.0], [7.0, 3.0, 10.0])
    u = q * rng.uniform(0.1, 1.0)
    wp = satellite(simple.spectrum("XPS", D, u, q, t))
    wa = satellite(simple.spectrum("XAS", D, u, q, t, target=1))
    assert np.isclose(wp, two_state_weight(D, D - q, t), atol=1e-11)
    assert np.isclose(wa, two_state_weight(D, D + u - q, t), atol=1e-11)
    assert wa < wp

# Small and large shifts, and the two causal controls.
W = np.hypot(delta, 2 * T)
small = 0.01
w_small = satellite(simple.spectrum("XPS", delta, U, small, T))
assert np.isclose(w_small, T**2 * small**2 / W**4, rtol=0.01)
theta_i = 0.5 * np.arctan2(2 * T, delta)
theta_xps = 0.5 * np.arctan2(2 * T, delta_xps)
theta_xas = 0.5 * np.arctan2(2 * T, delta_xas)
w_large = satellite(simple.spectrum("XPS", delta, U, 1e5, T))
assert np.isclose(w_large, np.cos(theta_i)**2, atol=1e-4)
w_equal = satellite(simple.spectrum("XAS", delta, U, U, T, target=1))
w_no_u = satellite(simple.spectrum("XAS", delta, 0.0, Q, T, target=1))
w_small_q = satellite(simple.spectrum("XPS", delta, U, Q - U, T))
assert w_equal < 1e-20
assert np.isclose(w_no_u, satellite(xps))
assert np.isclose(w_small_q, satellite(xas))
assert satellite(xps) > 0.3 and satellite(xas) < 0.03

# Spectral variance follows from the ground-state ligand-hole weight p.
p = np.linalg.eigh(np.array([[0.0, T], [T, delta]]))[1][1, 0]**2
assert np.isclose(rms_width(xps), Q * np.sqrt(p * (1 - p)))
assert np.isclose(rms_width(xas), abs(U - Q) * np.sqrt(p * (1 - p)))

# Two hybridizing holes: double charge transfer and changed hopping included.
double = Cluster(2, 2)
V = T / np.sqrt(2)
xps2 = double.spectrum("XPS", delta, U, Q, V)
xas2 = double.spectrum("XAS", delta, U, Q, V)
w2_equal = satellite(double.spectrum("XAS", delta, U, U, V))
assert satellite(xps2) > 0.3 and satellite(xas2) < 0.03
assert w2_equal < satellite(xas2)
assert satellite(double.spectrum("XAS", delta, 0.0, 0.0, V)) < 1e-20
weak_v = 0.02
for holes, cluster in ((2, double), (3, Cluster(3, 3))):
    measured = satellite(cluster.spectrum("XAS", delta, U, Q, weak_v))
    expected = (holes - 1) * weak_v**2 * (1 / delta - 1 / delta_xas)**2
    assert np.isclose(measured, expected, rtol=0.01)
weak_v = 0.05
measured = satellite(double.spectrum("XAS", delta, U, U, weak_v))
expected = (weak_v**3 * U / (delta**3 * (2 * delta + U)))**2
assert np.isclose(measured, expected, rtol=0.02, atol=0)

# A ligand band in the space of no or one transferred electron.
band_width, levels = 4.0, 400
band = ((np.arange(levels) + 0.5) / levels - 0.5) * band_width


def band_matrix(center):
    H = np.diag(np.r_[0.0, center + band])
    H[0, 1:] = H[1:, 0] = T / np.sqrt(levels)
    return H


band_ground = np.linalg.eigh(band_matrix(delta))[1][:, 0]
p_band = 1 - band_ground[0]**2
distance = 3.0
band_rms, band_far = [], []
for center in (delta_xps, delta_xas):
    energy, vectors = np.linalg.eigh(band_matrix(center))
    weight = (vectors.T @ band_ground)**2
    lines = np.column_stack((energy, weight))
    width = rms_width(lines)
    far = weight[abs(energy - energy @ weight) >= distance].sum()
    expected = abs(center - delta) * np.sqrt(p_band * (1 - p_band))
    assert np.isclose(width, expected)
    assert far <= (width / distance)**2 + 1e-12
    band_rms.append(width)
    band_far.append(far)
assert band_far[0] > 0.3 and band_far[1] < 0.03

# Bare monopole integrals for Slater orbitals; lengths in units of 1/zeta_3d.
core_exponent = 4.0


def density(r, n, zeta):
    return (2 * zeta)**(2*n + 1) * r**(2*n) * np.exp(-2*zeta*r) / factorial(2*n)


def monopole(n, zeta):
    def integrand(r):
        return (density(r, 3, 1.0) * gammainc(2*n + 1, 2*zeta*r)
                + density(r, n, zeta) * gammainc(7, 2*r)) / r
    return quad(integrand, 0, 50, epsabs=1e-11, limit=200)[0]


f_dd = monopole(3, 1.0)
f_pd = monopole(2, core_exponent)
f_point = quad(lambda r: density(r, 3, 1.0) / r, 0, 50)[0]
finite_sum = 4 * (1/6 - sum(factorial(k + 5) / factorial(k) / 720
                          / 2**(k + 6) for k in range(7)))
assert np.isclose(f_dd, finite_sum, rtol=1e-8)
assert np.isclose(f_point / f_dd, 1024 / 793, rtol=1e-8)
assert f_dd < f_pd < f_point

rydberg = physical_constants["Rydberg constant times hc in eV"][0]
print(f"Delta = {delta:.1f} eV; T = {T:.1f} eV")
print(f"U = {U:.1f} eV; Q = {Q:.1f} eV")
print(f"Charge-transfer energy, XPS final state = {delta_xps:.1f} eV")
print(f"Charge-transfer energy, XAS final state = {delta_xas:.1f} eV")
print(f"Ground-state scale W = {W:.3f} eV")
for name, angle in (("ground", theta_i), ("XPS", theta_xps),
                    ("XAS", theta_xas)):
    print(f"Mixing angle, {name} = {np.degrees(angle):.2f} degrees")
print(f"Ground-state weight of d^(n+1)L, p = {p:.4f}")
for name, lines in (("XPS", xps), ("XAS", xas)):
    split = lines[1, 0] - lines[0, 0]
    print(f"{name} splitting = {split:.3f} eV = {split/rydberg:.4f} Ry")
    print(f"{name} main fraction = {lines[0, 1]:.4f}")
    print(f"{name} satellite fraction = {satellite(lines):.4f}")
    print(f"{name} satellite/main ratio = {satellite(lines)/lines[0, 1]:.4f}")
    print(f"{name} rms spectral width = {rms_width(lines):.3f} eV")
w_estimate = T**2 * (U - Q)**2 / W**4
print(f"Small-shift estimate of XAS satellite fraction = {w_estimate:.4f}")
print(f"Large-Q limit of XPS satellite fraction = {np.cos(theta_i)**2:.4f}")
print(f"Control: XAS with U=0, satellite fraction = {w_no_u:.4f}")
print(f"Control: XPS with Q={Q-U:.1f} eV, satellite = {w_small_q:.4f}")
print(f"Control: XAS with Q=U, satellite below 1e-20: {w_equal < 1e-20}")
print(f"Two-hole cluster: V = {V:.4f} eV")
for name, lines in (("XPS", xps2), ("XAS", xas2)):
    print(f"Two-hole {name} total satellite fraction = {satellite(lines):.4f}")
    for energy, strength in lines:
        relative = energy - lines[0, 0]
        print(f"  {name} line at {relative:.3f} eV, fraction {strength:.4f}")
print(f"Two-hole XAS satellite fraction with Q=U = {w2_equal:.3e}")
print(f"Ligand band width = {band_width:.1f} eV; levels = {levels}")
print(f"Band ground-state weight of d^(n+1)L = {p_band:.4f}")
for name, width, far in zip(("XPS", "XAS"), band_rms, band_far):
    print(f"Band {name} rms width = {width:.3f} eV")
    print(f"Band {name} fraction >= {distance:.1f} eV from mean = {far:.4f}")
    print(f"Band {name} Chebyshev limit = {min(1, (width/distance)**2):.4f}")
print(f"2p/3d Slater exponent ratio = {core_exponent:.1f}")
print(f"Bare Q/U for these Slater orbitals = {f_pd/f_dd:.4f}")
print(f"Bare Q/U for a point-like core = {f_point/f_dd:.4f}")
print("checks complete")
```

Printed output:

```
Delta = 3.0 eV; T = 2.0 eV
U = 7.0 eV; Q = 8.0 eV
Charge-transfer energy, XPS final state = -5.0 eV
Charge-transfer energy, XAS final state = 2.0 eV
Ground-state scale W = 5.000 eV
Mixing angle, ground = 26.57 degrees
Mixing angle, XPS = 70.67 degrees
Mixing angle, XAS = 31.72 degrees
Ground-state weight of d^(n+1)L, p = 0.2000
XPS splitting = 6.403 eV = 0.4706 Ry
XPS main fraction = 0.5156
XPS satellite fraction = 0.4844
XPS satellite/main ratio = 0.9394
XPS rms spectral width = 3.200 eV
XAS splitting = 4.472 eV = 0.3287 Ry
XAS main fraction = 0.9919
XAS satellite fraction = 0.0081
XAS satellite/main ratio = 0.0081
XAS rms spectral width = 0.400 eV
Small-shift estimate of XAS satellite fraction = 0.0064
Large-Q limit of XPS satellite fraction = 0.8000
Control: XAS with U=0, satellite fraction = 0.4844
Control: XPS with Q=1.0 eV, satellite = 0.0081
Control: XAS with Q=U, satellite below 1e-20: True
Two-hole cluster: V = 1.4142 eV
Two-hole XPS total satellite fraction = 0.5750
  XPS line at 0.000 eV, fraction 0.4250
  XPS line at 4.534 eV, fraction 0.1725
  XPS line at 7.519 eV, fraction 0.4025
Two-hole XAS total satellite fraction = 0.0141
  XAS line at 0.000 eV, fraction 0.9859
  XAS line at 3.464 eV, fraction 0.0141
Two-hole XAS satellite fraction with Q=U = 3.821e-04
Ligand band width = 4.0 eV; levels = 400
Band ground-state weight of d^(n+1)L = 0.2410
Band XPS rms width = 3.421 eV
Band XPS fraction >= 3.0 eV from mean = 0.7824
Band XPS Chebyshev limit = 1.0000
Band XAS rms width = 0.428 eV
Band XAS fraction >= 3.0 eV from mean = 0.0072
Band XAS Chebyshev limit = 0.0203
2p/3d Slater exponent ratio = 4.0
Bare Q/U for these Slater orbitals = 1.2898
Bare Q/U for a point-like core = 1.2913
checks complete
```
